Why lowering its peak makes a crested tunnel barrier respond steeply

**1. The result**

A voltage V across a tunnel barrier of thickness d lowers the electron's potential energy by eVx/d at distance x from the emitter. A uniform barrier has its highest point at x = 0, where this lowering is zero. A central triangular crest, rising in a straight line from zero at each edge, has it at x = d/2, where the lowering is eV/2. With zero-bias height U0 in both,

uniform: highest point = U0

crested: highest point = U0 − eV/2, for eV < 2U0.

For U0 < eV < 2U0, bias therefore thins the uniform barrier, as seen by an electron at the Fermi level, but both thins and lowers the crested one. If the two are made equally transparent at the write voltage, the crested current falls further when the voltage is halved.

Four conditions belong to this statement. The comparison is at equal write exponent, not equal thickness; at equal thickness it can come out the other way. The crest is taken to rise from the emitter's Fermi level: a large band offset at its edges can remove the advantage. It is also taken to be sharp: a rounded crest keeps a higher top under bias and, at some voltages, can do worse than the uniform barrier. Finally, the field is taken to be uniform: if the permittivity is graded together with the barrier height, the advantage can vanish (section 10).

**2. The model and the tunnelling exponent**

The barrier is one-dimensional, with one effective mass m, a uniform field and no trapped charge. Image forces are left out until section 8. Energies are measured from the emitter Fermi level, and V > 0 attracts electrons to the collector. The central crest is a symmetric triangle that rises from zero at x = 0 to U0 at d/2 and returns to zero at d.

For an electron at the Fermi level, the semiclassical (WKB) transmission is T ≈ exp(−S), with

S = (2/ħ) ∫ √(2mU(x)) dx, taken where U(x) > 0.

Prefactors of order one are omitted. The approximation needs S well above one, so at fixed thickness it fails when the crest is almost gone.

It is convenient to write

v = eV/U0, κ0 = √(2mU0)/ħ, A = (4/3)κ0d.

Consider first any triangular barrier of height H and base w. On one straight side, of base b, the potential is Ht/b at distance t from the foot. Hence

∫₀ᵇ √(Ht/b) dt = √(H/b) · (2/3)b^(3/2) = (2/3)√H b.

The two sides have bases that add up to w, so

S = (2√(2m)/ħ)(2/3)√H w = (4/3)(√(2m)/ħ) √H w. (1)

The exponent is a product of a height factor √H and a width factor w. This allows the two effects of bias to be weighed separately.

**3. Where the apex sits**

Let the apex lie at x = ad, with 0 ≤ a < 1. The central crest has a = 1/2. Bias lowers the apex to

H = U0(1 − av), for av < 1. (2)

At x = d the unbiased triangle is zero, so the biased potential is −eV = −vU0. Between apex and collector the potential falls by

U0(1 − av) + vU0 = U0[1 + (1−a)v]

over the distance (1−a)d. It crosses zero after the fraction (1−av)/[1+(1−a)v] of that distance. The rising side still starts from zero at x = 0, so the base of the barrier is

w = ad + (1−a)d(1−av)/[1+(1−a)v].

Over the common denominator, the numerator divided by d is

a + a(1−a)v + (1−a) − a(1−a)v = 1.

The terms in v cancel, leaving

w = d/[1+(1−a)v]. (3)

Equations (1) to (3) give

S = A √(1−av)/[1+(1−a)v]. (4)

For the central crest,

S_c = A √(1−v/2)/(1+v/2). (5)

The square root comes from the falling peak, the denominator from the shrinking base.

For the uniform barrier, U = U0 − eVx/d. If v ≤ 1, the whole thickness is forbidden, and direct integration gives

∫₀ᵈ √(U0−eVx/d) dx = (2d/3eV)[U0^(3/2) − (U0−eV)^(3/2)],

S_u = A[1−(1−v)^(3/2)]/v. (6)

If v ≥ 1, the electron leaves the barrier at x = d/v. The forbidden region is then a triangle of fixed height U0 and base d/v, and (1) gives

S_u = A/v. (7)

This is the Fowler–Nordheim regime, in which bias acts through the width alone.

**4. Weighing height against width**

The slope of the logarithm of the transmission is

d ln T/dV = −dS/dV = GS/V, where G = −d ln S/d ln V. (8)

At equal S and equal V, the barrier with the larger G is locally steeper. G does not depend on thickness, because d only multiplies S.

For the crest, the logarithm of (5) is

ln S_c = ln A + (1/2)ln(1−v/2) − ln(1+v/2).

Differentiating, multiplying by v and changing the sign gives

G_c = (v/4)/(1−v/2) + (v/2)/(1+v/2). (9)

The first term is the height part and the second the width part. For the uniform barrier with v > 1, equation (7) gives

G_u = 0 + 1. (10)

The crest's width part is below 1 for every finite v. Its base shrinks less readily than that of the uniform barrier, so in this regime any advantage must come from the height part.

That part has to be large enough. Put q = v/2 and set G_c = 1:

(q/2)/(1−q) + q/(1+q) = 1.

Multiplication by (1−q)(1+q) gives

q/2 + q²/2 + q − q² = 1 − q²,

q² + 3q − 2 = 0,

q = (√17−3)/2, or v = √17 − 3 ≈ 1.123.

Above this bias, and below v = 2, the crest is locally steeper.

Below v = 1 the uniform barrier obeys (6), and the same differentiation gives

G_u = 1 − (3/2)v√(1−v)/[1−(1−v)^(3/2)]. (11)

As v approaches 1 the square root vanishes and G_u climbs quickly to 1, while G_c at v = 1 is 1/2 + 1/3 = 0.83. The uniform barrier is therefore locally steeper in a narrow window around v = 1. Its lower end, found numerically, is v = 0.984.

At very small bias the crest is again steeper, but for a different reason. Expansion gives G_c ≈ v/4 + v/2 and G_u ≈ v/4. There the crest's width part alone exceeds the uniform response. This holds only up to v ≈ 0.58, a value found numerically. Above it the width part is smaller than the uniform response, and any local advantage needs the falling peak. The write voltage of the example below, v = 1.5, lies well inside that range.

**5. What must be held fixed**

Suppose both barriers have the same height and the same thickness. Between v = 0 and v = 2 their exponents change as follows:

uniform: from (3/2)A to (1/2)A, a fall of A

crested: from A to 0, a fall of A.

The totals are equal. For 5 nm and the example's parameters both are 37.41. Equal thickness therefore gives the crest no larger total response over this range.

Locally the order can even be reversed. At v = 1.5, equation (7) gives −dS_u/dv = A/v² = 0.44A. For the crest, S_c = A√0.25/1.75 = 0.286A and G_c = 1.929, so −dS_c/dv = 1.929 × 0.286A/1.5 = 0.37A. At this thickness and bias the uniform barrier has the steeper logarithmic slope, but it is also far less transparent.

A memory cell has to deliver a required write current at a given write voltage. The useful comparison therefore fixes S at that voltage and adjusts the thickness. From (5) and (7), for 1 ≤ v < 2,

d_c/d_u = (1/v)(1+v/2)/√(1−v/2). (12)

The crested film is the thicker one, and the ratio grows without limit as v approaches 2. This is the price of working close to the disappearance of the peak.

The response over a finite voltage step is described by R = S(V/2)/S(V). For the crest, (5) gives

R_c = √[(1−v/4)/(1−v/2)] · (1+v/2)/(1+v/4). (13)

For the uniform barrier with 1 ≤ v ≤ 2, the half voltage falls under (6) and the full voltage under (7):

R_u = {A[1−(1−v/2)^(3/2)]/(v/2)}/(A/v) = 2[1−(1−v/2)^(3/2)]. (14)

For v < 1 this is divided by 1−(1−v)^(3/2), because the full voltage then also falls under (6).

At small v, R_c ≈ 1 + 3v/8 and R_u ≈ 1 + v/8. As v approaches 2, R_c diverges while R_u tends to 2. Between these limits, R_c was larger at all 38 equally spaced values tested from v = 0.10 to 1.95. The narrow window in the local slope is too small to reverse the result over a halving of the voltage.

With a common write exponent S_w, the number of decades between half and full voltage is

(R−1)S_w/ln 10. (15)

**6. A worked comparison**

Take U0 = 3.0 eV, m = 0.40 m0 with m0 the free-electron mass, and a uniform thickness of 4.5 nm. The write voltage is 4.5 V, so v = 1.5. These are rough values in the regime of a thin silicon dioxide tunnel layer on silicon. The crest is an idealised graded film with the same peak and mass.

With κ0 = 5.612 nm⁻¹, equation (7) gives

S_w = (4/3)(5.612)(4.5)/1.5 = 22.45.

Equation (12) gives the matching crest thickness:

d_c = 4.5 × (1/1.5)(1.75/0.5) = 10.5 nm.

At the half voltage, 2.25 V, the crest's peak stands at 3.0 − 1.125 = 1.875 eV. At the write voltage it stands at 3.0 − 2.25 = 0.75 eV. The uniform barrier's top is at 3.0 eV in both cases. The two factors of the crest's ratio are

height: √(1.875/0.75) = 1.581

width: 1.75/1.375 = 1.273

R_c = 1.581 × 1.273 = 2.012.

For the uniform barrier, R_u = 2(1−0.25^(3/2)) = 1.750. The crest's width factor alone would leave it behind; the height factor puts it ahead. In decades,

crested: 1.012 × 22.45/2.303 = 9.87

uniform: 0.750 × 22.45/2.303 = 7.31.

The gain is 2.56 decades. At the write voltage itself, (8) gives local slopes of 4.18 and 2.17 decades per volt.

A control separates peak lowering from triangular shape. Move the apex to the emitter edge, a = 0, keeping U0 and the write exponent. The thickness becomes 7.5 nm, and the top is pinned at 3.0 eV. From (4),

S = A/(1+v), G = v/(1+v) = 0.600,

R = (1+v)/(1+v/2) = 2.5/1.75 = 1.429.

This corresponds to 4.18 decades, less than the uniform barrier gives. The triangular shape by itself does not produce the advantage here. Moving the apex to the centre, where bias can lower it, does.

**7. From the exponent to the current**

The exponent describes one energy and omits prefactors. To test it, the Schrödinger equation was solved for the transmission, and the current was integrated over emitter energies. The emitter and the collector have a parabolic band, the same mass and a Fermi energy of 0.10 eV. Refining both position and energy meshes changed the logarithm of the current by at most 0.006 decade, so the third digit of the currents below is uncertain. At the Fermi level, the solved ln T differed from −S by at most 0.89, for the three barriers at the two voltages.

At 0 K the currents are:

uniform: 1.04×10⁻¹⁰ A/cm² at half voltage, 7.04×10⁻⁴ A/cm² at write voltage

crested: 1.80×10⁻¹³ A/cm² at half voltage, 1.17×10⁻³ A/cm² at write voltage.

These are spans of 6.83 and 9.81 decades. They depend on the electrodes: with a Fermi energy of 5 eV they become 7.00 and 9.44. The exponent alone gave 7.31 and 9.87. Its estimate for the uniform barrier is thus about half a decade too large, from prefactors and energy spread together; the calculation does not separate the two.

Temperature matters more for the crest. At energy E above the Fermi level, the forbidden region of a triangular barrier is a similar triangle, with height H−E and base w(1−E/H). Equation (1) then gives

S(E) = S(0)(1−E/H)^(3/2),

−dS/dE at E = 0 is 3S(0)/(2H).

For the crest at the write voltage this is 1.5 × 22.45/0.75 = 44.9 per eV. The thermal occupation at 300 K falls at about 39 per eV in its exponential tail, and more slowly near the Fermi level. Just above the Fermi level, transmission therefore rises faster than occupation falls, and thermally excited electrons carry much of the current. At half voltage the rate is 1.5 × 45.17/1.875 = 36.1 per eV, slightly below the rate of the thermal tail. For the uniform barrier at the write voltage it is 1.5 × 22.45/3.0 = 11.2 per eV, far below it.

The computed currents follow this order. Between 0 K and 300 K, with the Fermi energy held fixed, the crest's write current rises 19-fold and its half-voltage current about 7-fold. Both uniform currents roughly double. The spans at 300 K are 10.23 decades for the crest and 6.84 for the uniform barrier; at 358 K they are 10.35 and 6.85.

Equal exponents no longer mean currents of similar size at 300 K. The crest carries 2.22×10⁻² A/cm² at the write voltage, against 1.34×10⁻³ A/cm² for the uniform barrier. At half voltage it still carries less, 1.31×10⁻¹² against 1.94×10⁻¹⁰ A/cm².

**8. Corrections to the pinned edge**

An electron near an electrode is attracted by its image charge. This rounds the uniform barrier's corner and moves its maximum slightly into the film, where the field can lower it. The pinned top is therefore a property of the model without image force.

The size of the effect was estimated with the nearest image in each silicon electrode, using rough relative permittivities of 2.1 for the oxide's optical response and 11.7 for silicon. Thicknesses were kept, so the write exponents, now 20.1 for the uniform barrier and 18.9 for the crest, are no longer equal. Between half and write voltage the tops move as follows:

uniform: 2.482 to 2.281 eV, a fall of 0.20 eV

crested: 1.830 to 0.705 eV, a fall of 1.13 eV.

Including the more distant images would raise these tops by 0.01 to 0.02 eV and the write exponents by 0.3 to 0.4, but would change the spans below by only about 0.02 decade at most. The uniform top is no longer fixed, but it moves much less. The spans from the exponent become 6.66 and 9.99 decades, so in this estimate the image force widens the difference. If the crest is thickened until the write exponents are equal again, the difference grows further, to 3.9 decades.

The effective mass acts through κ0. With both thicknesses kept, every exponent scales as √m. Raising the mass from 0.40 to 0.50 m0 increases the gain from 2.56 to 2.86 decades, while lowering both write currents.

**9. The edge offset decides whether the advantage survives**

The ideal crest starts from the emitter's Fermi level. A real insulator generally has a band offset U1 > 0 there. Keep the peak U0 and the triangular crest, but let it rise from U1 at both edges. The potential at the middle is still U0 − eV/2, while the potential at the emitter edge is U1 at every bias. A pinned edge has returned.

With the write voltage fixed at 4.5 V and the thickness readjusted to S_w, the exponent ratios are:

U1 = 0: R = 2.012

U1 = 0.25 eV: R = 1.837

U1 = 0.50 eV: R = 1.756

U1 = 1.00 eV: R = 1.681

uniform barrier: R = 1.750.

Within this range of offsets, the crest and the uniform barrier tie at U1 = 0.52 eV. They tie once more at U1 = 2.46 eV, above which the crest is ahead by only about 0.005 in R at most. As U1 approaches U0 the crest flattens into the uniform barrier, and the two ratios become equal again. At the 0.52 eV tie the middle is still the highest point at the write voltage, since 0.75 eV exceeds 0.52 eV. A falling peak is therefore not sufficient. The raised foot adds to the exponent at both voltages, and by the larger fraction at the write voltage, which reduces R. At U1 = 1.00 eV the emitter edge has itself become the highest point during writing.

**10. Beside real tunnel layers**

A 3 eV barrier and a mass near 0.4 m0 are reasonable rough values for silicon dioxide on silicon. The uniform film's write field, 10 MV/cm, is close to the rough breakdown field of such oxides. Its 4.5 nm thickness is small for a floating-gate tunnel oxide, which is roughly 7 to 8 nm thick. The crested film works at an average field of 4.3 MV/cm, but that is no guarantee of safety, because the graded material would have its own breakdown field. Leakage through traps, absent here, can dominate the low-voltage current of a real film and shorten retention.

Practical layers can also break the assumption of zero edge offset. Consider three equal layers of silicon nitride, silicon dioxide and silicon nitride, with rough offsets of 2.0, 3.0 and 2.0 eV and relative permittivities of 7.5, 3.9 and 7.5. With one common mass, 4.5 V and the same write exponent, R is 1.481. Equation (15) gives 0.481 × 22.45/2.303 = 4.7 decades, against 9.87 for the ideal crest and 7.31 for the uniform barrier. In this model and at this voltage, the stack is less steep than plain oxide, although the layer with the largest offset is in the middle. At 3 V the order is reversed, and the stack's R is larger by 0.19.

The design rule that follows is conditional. At a fixed write voltage and write exponent, a triangular central crest helps if bias removes a large fraction of its peak, if its emitter edge lies low enough and if the field in the film is close to uniform. In this example, at 4.5 V, low enough means below about 0.5 eV. The limit changes with the voltage: it is 0.93 eV at 5.4 V, and at 3.6 V no tie was found for offsets up to 2.95 eV.

The uniform field is the hardest condition for a real graded film, because a low band offset usually goes with a high permittivity, and the field then gathers at the centre. Let the relative permittivity fall linearly from 11.7 at the edges to 3.9 at the peak. At 4.5 V the top moves to 0.41d and stands at 0.84 eV, and R drops from 2.012 to 1.688, below the uniform barrier's 1.750. With 7.5 at the edges R is 1.789, a gain of only about 0.4 decade.

The rule does not carry over to every crest. A parabolic crest, U = 4U0(x/d)(1−x/d) at zero bias, also starts from zero at the edges. Its exponent is proportional to (1−v/4)², so R = [(1−v/8)/(1−v/4)]². At v = 1.5 this is 1.690, below the uniform barrier's 1.750, although bias lowers the top from 3.0 to 1.17 eV. The shape and the permittivity profile of a real graded film therefore have to be put into the integral for S before an advantage is claimed. The numerical output below gives the values for the uniform barrier, the triangular crest and the control with its apex at the emitter edge.

Computed results

```
peak 3.00 eV, mass 0.40 m0, emitter Fermi energy 0.10 eV
write voltage 4.50 V, half voltage 2.25 V, v = 1.500
k0 = 5.612 1/nm, common write exponent S = 22.45
fall of S, 0 to 2U0/e, both 5 nm: uniform 37.41, crest 37.41
uniform locally steeper only for v from 0.9842 to 1.1231
[uniform] thickness 4.50 nm, write field 10.00 MV/cm
  top at 0, half, write voltage: 3.000, 3.000, 3.000 eV
  S at 0 V 50.51, at half voltage 39.29
  -dlnS/dlnV 1.000 = height 0.000 + width 1.000
  local slope 2.17 decades/V
  S(half)/S(write) 1.750, WKB 7.31 decades
  0 K current: write 7.04e-04, half 1.04e-10 A/cm2
  300 K current: write 1.34e-03, half 1.94e-10 A/cm2
  decades, half to write: 0 K 6.83, 300 K 6.84, 358 K 6.85
[crest] thickness 10.50 nm, write field 4.29 MV/cm
  top at 0, half, write voltage: 3.000, 1.875, 0.750 eV
  S at 0 V 78.57, at half voltage 45.17
  -dlnS/dlnV 1.929 = height 1.501 + width 0.429
  local slope 4.18 decades/V
  S(half)/S(write) 2.012, WKB 9.87 decades
  0 K current: write 1.17e-03, half 1.80e-13 A/cm2
  300 K current: write 2.22e-02, half 1.31e-12 A/cm2
  decades, half to write: 0 K 9.81, 300 K 10.23, 358 K 10.35
[pinned apex] thickness 7.50 nm, write field 6.00 MV/cm
  top at 0, half, write voltage: 3.000, 3.000, 3.000 eV
  S at 0 V 56.12, at half voltage 32.07
  -dlnS/dlnV 0.600 = height 0.000 + width 0.600
  local slope 1.30 decades/V
  S(half)/S(write) 1.429, WKB 4.18 decades
  0 K current: write 1.19e-03, half 6.16e-08 A/cm2
  300 K current: write 2.26e-03, half 1.42e-07 A/cm2
  decades, half to write: 0 K 4.29, 300 K 4.20, 358 K 4.16
largest |ln T + S| at the Fermi level: 0.89
largest mesh shift of log10 current: 0.0058 decades
image force, uniform: 6.66 decades, top 2.482 -> 2.281 eV
image force, crest: 9.99 decades, top 1.830 -> 0.705 eV
WKB gain of crest 2.56 decades; with mass 0.50 m0 2.86 decades
crest with edge offset 0.25 eV: S(half)/S(write) 1.837
crest with edge offset 0.50 eV: S(half)/S(write) 1.756
crest with edge offset 1.00 eV: S(half)/S(write) 1.681
edge offset at which crest and uniform tie: 0.523 eV
stack of equal layers, offsets 2.0/3.0/2.0 eV, permittivities 7.5/3.9/7.5:
  S(half)/S(write) 1.481
```
